# Electromigration Wind Force on an Isolated Defect in a Free-Electron Metal, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a momentum ledger to the wind valence

### The decision

Suppose that the force on a defect in a hot copper line is to be calculated from first principles. The electrons that push the defect are also scattered by lattice vibrations, boundaries and other defects. Before anything is run, one has to decide whether all that scattering must be in the same calculation as the defect, or whether the defect can be treated alone in a perfect host and the rest supplied later through one measured number, the resistivity.

For free electrons the second choice is justified, under conditions that appear as the argument proceeds. The defect enters through its transport cross-section $\sigma_{\rm tr}$ at the Fermi energy, the rest of the metal through the mean free path $\lambda$, and the force depends on their product.

The conventions are these. The elementary charge $e$ is positive and an electron has charge $-e$. The field has magnitude $E$ and points along $+z$. The force that the scattered electrons exert on one defect is written

$$F_{\rm w}=Z_{\rm w}\,eE ,$$

which defines the wind valence $Z_{\rm w}$: it is the valence of an ion that would feel the same force from the field directly. The direct force of the field on the defect's own charge is a separate term, and it is left out until the numbers are discussed. The defect is heavy and held fixed, so that an electron scatters from it without losing energy.

### Simplest case: defects are the only scatterers

Let there be $n$ electrons and $n_{\rm d}$ identical defects per unit volume, and nothing else that scatters. The field gives the electrons momentum at the rate $-neE$ per unit volume. In a steady state the electrons' momentum doesn't change, so they must pass it on at the same rate, and the defects are the only receivers. Each defect therefore feels

$$F_{\rm w}=-\frac{n}{n_{\rm d}}\,eE,\qquad Z_{\rm w}=-\frac{n}{n_{\rm d}} .\tag{1}$$

The sign is that of the electron charge: the wind blows against the field. The strength of the individual defect has dropped out. Weak defects let the electrons drift faster until the ledger balances again.

Now let other scatterers share the load. If the defects take the fraction $s$ of the momentum, then $Z_{\rm w}=-sn/n_{\rm d}$. A natural guess for $s$ is the defects' contribution $n_{\rm d}\sigma$ to the inverse mean free path, divided by the total $1/\lambda$. This gives $Z_{\rm w}=-n\lambda\sigma$, with $n_{\rm d}$ gone. The guess leaves open which cross-section is meant, at which energy, and what the filled Fermi sea does to the argument. These questions need the collision itself.

### One beam and one defect

Take a beam of electrons with density $n_{\rm b}$, wavevector $\mathbf k$ and speed $v=\hbar k/m$. Its flux is $n_{\rm b}v$. The number scattered per unit time into the solid angle $d\Omega$ is $n_{\rm b}v\,(d\sigma/d\Omega)\,d\Omega$, and each of these electrons gives the defect the momentum $\hbar(\mathbf k-\mathbf k')$, where $k'=k$ because the collision is elastic. For a spherical defect the transverse parts of $\mathbf k'$ cancel on going round the beam axis. The part along the beam is $\hbar k(1-\cos\theta)$, so that

$$\mathbf F=n_{\rm b}\,v\,\sigma_{\rm tr}\,\hbar\mathbf k,\qquad 
\sigma_{\rm tr}=\int(1-\cos\theta)\,\frac{d\sigma}{d\Omega}\,d\Omega .\tag{2}$$

This settles which cross-section is meant. Three limits show what it measures. If every collision sends the electron straight back, $1-\cos\theta=2$ and $\sigma_{\rm tr}$ is twice the total cross-section. If scattering is isotropic, the cosine averages to zero and the two are equal. If the electrons are barely deflected, $\sigma_{\rm tr}$ is much smaller than the total cross-section.

An electronic-structure code doesn't count collisions. It obtains a force from the electron density and the potential. With the defect at $\mathbf R$, the electron's potential energy is $V(\mathbf r-\mathbf R)$, and the force on the defect is minus the derivative of the energy with respect to $\mathbf R$, which is $+\nabla V$ averaged over the electron's position. For a scattering state $\psi_{\mathbf k}$ whose incident wave has unit density this is

$$\mathbf F_1=\int|\psi_{\mathbf k}(\mathbf r)|^2\,\nabla V(\mathbf r)\,d^3r .\tag{3}$$

To connect (3) with (2), send in a wave packet that is very wide compared with the defect and therefore sharp in $\mathbf k$. While it passes, the wave near the defect is $\psi_{\mathbf k}$ times a slowly varying factor whose square is the local incident density $\rho_{\rm i}(t)$. The total impulse on the defect is $\mathbf F_1\int\rho_{\rm i}\,dt$. The number of electrons that arrive per unit area is $N_A=v\int\rho_{\rm i}\,dt$, so the impulse is $\mathbf F_1N_A/v$. Counting collisions gives the same impulse as $N_A\sigma_{\rm tr}\hbar\mathbf k$. Equating the two,

$$\mathbf F_1=v\,\sigma_{\rm tr}\,\hbar\mathbf k .\tag{4}$$

This is (2) at unit density. The density that piles up around the defect and the momentum carried off to large distance are two accounts of one force.

### The cross-section in terms of phase shifts

For a spherical potential, $\sigma_{\rm tr}$ follows from the phase shifts $\delta_l$. Far from the defect the part of the incident plane wave with angular momentum $l$ is

$$(2l+1)\,i^l\,\frac{\sin(kr-l\pi/2)}{kr}\,P_l(\cos\theta).$$

In the true wave the sine becomes $\sin(kr-l\pi/2+\delta_l)$, with a new coefficient $c_l$ in place of $(2l+1)i^l$. The defect can add outgoing waves but no incoming ones, so the coefficients of $e^{-ikr}$ must agree. This requires $c_le^{-i\delta_l}=(2l+1)i^l$. The outgoing part that has been added is then

$$(2l+1)\,i^l\,e^{-il\pi/2}\,\frac{e^{2i\delta_l}-1}{2ik}\,\frac{e^{ikr}}{r}P_l
=(2l+1)\,\frac{e^{i\delta_l}\sin\delta_l}{k}\,\frac{e^{ikr}}{r}P_l ,$$

because $i^le^{-il\pi/2}=1$. The factor in front of $e^{ikr}/r$, summed over $l$, is the scattering amplitude

$$f(\theta)=\frac1k\sum_{l}(2l+1)\,e^{i\delta_l}\sin\delta_l\,P_l(\cos\theta),\qquad \frac{d\sigma}{d\Omega}=|f|^2 .\tag{5}$$

Write $s_l=\sin\delta_l$ and $\Delta_l=\delta_l-\delta_{l+1}$. The total cross-section uses $\int_{-1}^{1}P_lP_{l'}\,d\mu=2\delta_{ll'}/(2l+1)$, where $\delta_{ll'}$ is the Kronecker symbol and $\mu=\cos\theta$:

$$\sigma_{\rm tot}=\frac{4\pi}{k^2}\sum_l(2l+1)s_l^2 .$$

The part with the cosine needs the recurrence $(2l+1)\mu P_l=(l+1)P_{l+1}+lP_{l-1}$. It couples neighbouring $l$ only, with

$$\int_{-1}^{1}\mu P_lP_{l+1}\,d\mu=\frac{2(l+1)}{(2l+1)(2l+3)} .$$

The denominator cancels the factors $(2l+1)(2l+3)$ from the two amplitudes. Each pair occurs twice, as complex conjugates, which gives $2s_ls_{l+1}\cos\Delta_l$. Together with $2\pi$ from the azimuth,

$$\int\cos\theta\,|f|^2d\Omega=\frac{8\pi}{k^2}\sum_l(l+1)\,s_ls_{l+1}\cos\Delta_l .$$

To subtract this from $\sigma_{\rm tot}$, split $2l+1=(l+1)+l$ and shift the index in the second part:

$$\sum_l(2l+1)s_l^2=\sum_l(l+1)\,(s_l^2+s_{l+1}^2).$$

The difference then contains $s_l^2+s_{l+1}^2-2s_ls_{l+1}\cos\Delta_l$ for each $l$. With $c_l$ now standing for $\cos\delta_l$, insert $\cos\Delta_l=c_lc_{l+1}+s_ls_{l+1}$ and collect terms:

$$s_l^2(1-s_{l+1}^2)+s_{l+1}^2(1-s_l^2)-2s_ls_{l+1}c_lc_{l+1}
=(s_lc_{l+1}-c_ls_{l+1})^2=\sin^2\Delta_l .$$

Hence

$$\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_{l=0}^{\infty}(l+1)\sin^2(\delta_l-\delta_{l+1}) .\tag{6}$$

If $\delta_0$ alone differs from zero, (6) gives $4\pi\sin^2\delta_0/k^2$, equal to $\sigma_{\rm tot}$, as it must be for isotropic scattering. In general the differences between neighbouring phase shifts matter, so a defect that shifts many partial waves by similar amounts has a transport cross-section much smaller than its total one.

### Two opposed beams

A metal has electrons moving in all directions. The smallest model with this feature has two beams, along $+z$ and $-z$, both with the Fermi speed $v_F$ and momentum $p_F=\hbar k_F$. Without a field each has density $n/2$, and their forces cancel. A field along $+z$ moves a small density $\eta$ from the first beam to the second. The net electron flux is $\Phi=-2\eta v_F$, and by (2) the net force is $-2\eta v_F\sigma_{\rm tr}p_F$. Therefore

$$F_{\rm w}=\Phi\,\sigma_{\rm tr}\,p_F .\tag{7}$$

The momentum here is $p_F$, which is far larger than the mean momentum per electron when the drift is slow. The current is a small imbalance between two large opposed streams, and each unbalanced electron strikes with its full Fermi momentum.

### The Fermi sea and its blocking factors

In the real gas an electron can scatter only into an empty state. Let $W_{\mathbf k\mathbf k'}$ be the rate from $\mathbf k$ to $\mathbf k'$. For an elastic collision with a spherical defect it equals the reverse rate. With occupation $f_{\mathbf k}$ the force is

$$\mathbf F=\sum_{\mathbf k\mathbf k'}W_{\mathbf k\mathbf k'}\,f_{\mathbf k}(1-f_{\mathbf k'})\,\hbar(\mathbf k-\mathbf k').$$

Interchange the names $\mathbf k$ and $\mathbf k'$ and take half the sum of both forms. The momentum factor changes sign, so the occupations combine to

$$f_{\mathbf k}(1-f_{\mathbf k'})-f_{\mathbf k'}(1-f_{\mathbf k})=f_{\mathbf k}-f_{\mathbf k'} ,$$

and the product $f_{\mathbf k}f_{\mathbf k'}$ has gone. The same interchange without the blocking factors leads to the same expression. The net force may thus be computed as if each electron scattered freely, and (4) can be summed over the occupied states.

### The displaced Fermi sphere

The field changes each wavevector at the rate $-e\mathbf E/\hbar$, and scattering restores equilibrium. I assume one isotropic relaxation time $\tau$, which may depend on energy. In the steady state

$$-\frac{e}{\hbar}\,\mathbf E\cdot\nabla_{\mathbf k}f=-\frac{\delta f}{\tau},\qquad f=f_0+\delta f .$$

To first order in the field, $f$ on the left is replaced by the Fermi function $f_0(\varepsilon)$. Its gradient is $\hbar\mathbf v\,\partial f_0/\partial\varepsilon$, so that

$$\delta f=e\tau\,\mathbf E\cdot\mathbf v\,\frac{\partial f_0}{\partial\varepsilon} .\tag{8}$$

The derivative is negative, so states with velocity against the field gain electrons. For constant $\tau$ this is a Fermi sphere displaced by $-e\tau\mathbf E/\hbar$.

Sum (4) over states, with a factor 2 for spin. The equilibrium part gives nothing, since $\mathbf k$ and $-\mathbf k$ cancel. With $\alpha$ the angle between $\mathbf k$ and the field,

$$F_{\rm w}=\frac{2}{(2\pi)^3}\int k^2dk\,d\Omega\;\Big(e\tau Ev\cos\alpha\,\frac{\partial f_0}{\partial\varepsilon}\Big)\,v\,\sigma_{\rm tr}\,\hbar k\cos\alpha .$$

The angular integral of $\cos^2\alpha$ is $4\pi/3$, and $d\varepsilon=\hbar v\,dk$. This leaves

$$F_{\rm w}=\frac{eE}{3\pi^2}\int d\varepsilon\,\frac{\partial f_0}{\partial\varepsilon}\;k^3\,v\tau\,\sigma_{\rm tr}(k) .\tag{9}$$

For $k_BT$ far below the Fermi energy $E_F$, the derivative acts as $-\delta(\varepsilon-E_F)$. With $n=k_F^3/3\pi^2$ and $\lambda=v_F\tau(E_F)$,

$$F_{\rm w}=-eE\,n\lambda\,\sigma_{\rm tr}(k_F),\qquad \boxed{Z_{\rm w}=-n\lambda\,\sigma_{\rm tr}(k_F)} .\tag{10}$$

The density $n$ counts all electrons although the force comes from the Fermi surface, because $k_F^3$ measures both. The cross-section at lower energies doesn't enter.

### Back to the first case

The mean free path in (10) belongs to the whole steady state, so the defects themselves contribute to it. The mean direction of an electron scattered through $\theta$ is its old direction times $\cos\theta$. A distribution proportional to $\cos\alpha$ is therefore reduced by the defects at the rate

$$n_{\rm d}v\int\frac{d\sigma}{d\Omega}\,(\cos\theta-1)\cos\alpha\;d\Omega=-n_{\rm d}v\,\sigma_{\rm tr}\cos\alpha .$$

If the other scatterers act independently and alone would give the mean free path $\lambda_0$, the rates add:

$$\frac1\lambda=\frac1{\lambda_0}+n_{\rm d}\sigma_{\rm tr},\qquad 
Z_{\rm w}=-\frac{n\,\sigma_{\rm tr}}{1/\lambda_0+n_{\rm d}\sigma_{\rm tr}} .\tag{11}$$

When $\lambda_0\to\infty$ this becomes $-n/n_{\rm d}$, the ledger result (1). When the defects are dilute it becomes $-n\lambda_0\sigma_{\rm tr}$, and each defect feels the same force whether or not the others are present.

## Second half: a model ion in a hot copper line

### Symbols and results carried over

A field $E$ along $+z$ drives free electrons of charge $-e$, density $n$ and Fermi momentum $p_F=\hbar k_F$. The electrons push a fixed, spherical defect with the force $F_{\rm w}=Z_{\rm w}eE$, where $Z_{\rm w}=-n\lambda\sigma_{\rm tr}$. The transport mean free path $\lambda=v_F\tau$ includes all scattering, and

$$\sigma_{\rm tr}=\frac{4\pi}{k_F^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1})$$

is evaluated with the phase shifts $\delta_l$ at the Fermi energy. One incident electron per unit volume with wavevector $\mathbf k$ exerts the force $v\sigma_{\rm tr}\hbar\mathbf k$. The regime is a weak field, $k_BT\ll E_F$, one isotropic relaxation time, and no interference between waves scattered by the defect and by other scatterers.

### Replacing the mean free path by the resistivity

The displaced Fermi sphere has the mean velocity $-eE\tau/m$. The current density is $j=ne^2\tau E/m$ and the resistivity is $\rho=E/j=m/(ne^2\tau)$. With $v_F=\hbar k_F/m$ this gives

$$\lambda=v_F\tau=\frac{\hbar k_F}{ne^2\rho} .\tag{12}$$

Insert (12) and $E=\rho j$ into the force:

$$|F_{\rm w}|=e\rho j\;n\,\frac{\hbar k_F}{ne^2\rho}\,\sigma_{\rm tr}=\frac{j}{e}\,p_F\,\sigma_{\rm tr} .\tag{13}$$

The resistivity has cancelled. Equation (13) is the two-beam result again: electron flux $j/e$, times cross-section, times Fermi momentum.

The outcome bears on how a calculated force should be reported. At a fixed field, a cleaner metal gives a larger force, since $\lambda$ is longer. At a fixed current density, the force in this model is independent of how clean the metal is. The valence $Z_{\rm w}$ varies as $1/\rho$, so a value obtained at one temperature can't be carried to another unchanged, whereas $Z_{\rm w}\rho$ can, as long as $k_F$ and $\sigma_{\rm tr}$ stay the same. In a line so narrow that its surfaces dominate the scattering, the distribution differs from a uniformly displaced sphere, and (13) then needs a new derivation.

There is a second useful form. Defects on a fraction $c$ of the atomic sites, with one electron per site, have density $n_{\rm d}=cn$. They add $n_{\rm d}v_F\sigma_{\rm tr}$ to $1/\tau$, and so add to the resistivity

$$\Delta\rho=\frac{m}{ne^2}\,cn\,v_F\sigma_{\rm tr}=c\,\frac{\hbar k_F\sigma_{\rm tr}}{e^2},\qquad\text{hence}\qquad |Z_{\rm w}|=\frac{\Delta\rho/c}{\rho} .\tag{14}$$

A resistivity measured on a dilute alloy thus supplies the wind valence of the dissolved atom at rest, within the free-electron model.

For free electrons, the wind force on an isolated defect follows from its transport cross-section at the Fermi energy and the mean free path, which the measured resistivity supplies. It remains to put numbers to this for a model ion in a hot copper line, and to see how much depends on the shape of its potential and on its isolation from other scatterers.
